# Lead Modes from a Quadratic Eigenproblem: Pairing and Counting: a numerical check

```python
# Result under test: for a periodic lead with N orbitals per cell,
#   H1^+ psi(n-1) + (H0 - E) psi(n) + H1 psi(n+1) = 0,  psi(n) = lam^n phi,
# the 2N roots lam = exp(i k a) pair as lam <-> 1/conj(lam) at real E, and
# N modes are right-going (|lam|<1, or |lam|=1 with positive velocity), N left-going.
# H0: on-cell block; H1: coupling to the next cell; theta = k a;
# slope = dE/dtheta = hbar v / a.  Energies are in eV.
import numpy as np
from scipy.linalg import eig, null_space
from scipy.optimize import minimize_scalar


def pencil(E, H0, H1):
    N = len(H0)
    one, zero = np.eye(N), np.zeros((N, N))
    A = np.block([[zero, one], [-H1.conj().T, E * one - H0]])
    B = np.block([[one, zero], [zero, H1]])
    return A, B


def solve_modes(E, H0, H1):
    N = len(H0)
    lam, vec = eig(*pencil(E, H0, H1))
    phi = np.where(np.abs(lam) > 1, vec[N:], vec[:N])
    return lam, phi / np.linalg.norm(phi, axis=0)


def lead_matrix(lam, E, H0, H1):
    return H1.conj().T / lam + H0 - E * np.eye(len(H0)) + lam * H1


def bloch(theta, H0, H1):
    ph = np.exp(1j * np.atleast_1d(theta))[:, None, None]
    return H0 + ph * H1 + ph.conj() * H1.conj().T


def bands(theta, H0, H1):
    return np.linalg.eigvalsh(bloch(theta, H0, H1))


def slope_formula(lam, phi, H1):
    return -2 * np.imag(lam * np.einsum('im,ij,jm->m', phi.conj(), H1, phi))


def on_circle(lam):
    return np.abs(np.abs(lam) - 1) < 1e-7


def count_modes(lam, slope):
    prop = on_circle(lam)
    return (int(np.sum(prop & (slope > 0))), int(np.sum(~prop & (np.abs(lam) < 1))),
            int(np.sum(prop & (slope < 0))), int(np.sum(~prop & (np.abs(lam) > 1))))


def band_crossings(E, H0, H1, points=4000):
    theta = 2 * np.pi * np.arange(points) / points
    below = np.sum(bands(theta, H0, H1) < E, axis=1)
    change = np.roll(below, -1) - below
    return int(-change[change < 0].sum()), int(change[change > 0].sum())


def pairing_error(lam, other):
    # worst |conj(lam_i) other_j - 1| over best partners, and whether one-to-one
    dev = np.abs(lam.conj()[:, None] * other[None, :] - 1)
    best = dev.argmin(axis=1)
    return dev.min(axis=1).max(), len(set(best)) == len(lam)


def random_lead(rng, N):
    M = rng.normal(size=(N, N)) + 1j * rng.normal(size=(N, N))
    H1 = rng.normal(size=(N, N)) + 1j * rng.normal(size=(N, N))
    return (M + M.conj().T) / 2, H1 / 2


# General leads without time-reversal symmetry
rng = np.random.default_rng(7)
circle = np.exp(1j * np.linspace(0, 2 * np.pi, 4001))
random_cases = 0
for N in (2, 3, 4, 5):
    for repeat in range(3):
        H0, H1 = random_lead(rng, N)
        E = 0.3
        lam, phi = solve_modes(E, H0, H1)
        for z, f in zip(lam, phi.T):
            P = lead_matrix(z, E, H0, H1)
            assert np.linalg.norm(P @ f) < 1e-8 * np.linalg.norm(P)
        error, one_to_one = pairing_error(lam, lam)
        assert error < 1e-7 and one_to_one
        rp, re, lp, le = count_modes(lam, slope_formula(lam, phi, H1))
        assert rp + re == N and lp + le == N and re == le
        assert (rp, lp) == band_crossings(E, H0, H1)
        # complex energy: pairing links E to conj(E), not E to itself
        Ec = E + 0.2j
        lam_c, lam_cc = solve_modes(Ec, H0, H1)[0], solve_modes(np.conj(Ec), H0, H1)[0]
        assert pairing_error(lam_c, lam_cc)[0] < 1e-7
        assert pairing_error(lam_c, lam_c)[0] > 1e-3
        assert np.sum(np.abs(lam_c) < 1) == N
        dets = np.linalg.det(bloch(np.angle(circle), H0, H1) - Ec * np.eye(N))
        phase = np.unwrap(np.angle(dets))
        assert abs(phase[-1] - phase[0]) < 1e-6
        random_cases += 1

# Determinant of the pencil equals that of the quadratic matrix polynomial
z = 0.7 - 0.4j
A, B = pencil(0.3, H0, H1)
quadratic = H1.conj().T + z * (H0 - 0.3 * np.eye(N)) + z**2 * H1
assert np.isclose(np.linalg.det(A - z * B), np.linalg.det(quadratic), rtol=1e-9)

# Singular coupling of rank one: roots at zero pair with roots at infinity
H0s, _ = random_lead(rng, 3)
u, v = rng.normal(size=(2, 3)) + 1j * rng.normal(size=(2, 3))
H1s = np.outer(u, v.conj())
al, be = np.abs(eig(*pencil(0.3, H0s, H1s), right=False, homogeneous_eigvals=True))
n_zero, n_inf = int(np.sum(al < 1e-10 * be)), int(np.sum(be < 1e-10 * al))
assert n_zero == n_inf == 2
al, be = np.abs(eig(*pencil(0.3 + 0.2j, H0s, H1s), right=False,
                    homogeneous_eigvals=True))
n_inside_singular = int(np.sum(al < be))
assert n_inside_singular == 3

# Degenerate crossing of two bands at theta = 0, hidden by a unitary rotation
U = np.linalg.qr(random_lead(rng, 3)[1])[0]
hop = np.diag([-np.exp(0.5j), -np.exp(-0.5j), -0.5 * np.exp(0.4j)])
H0d, H1d = U @ np.diag([0, 0, 1.0]) @ U.conj().T, U @ hop @ U.conj().T
Ed = -2 * np.cos(0.5)
null = null_space(lead_matrix(1.0, Ed, H0d, H1d), rcond=1e-10)
vel = null.conj().T @ (1j * (H1d - H1d.conj().T)) @ null
h = 1e-6
near = bands(h, H0d, H1d)[0] - Ed
near = np.sort(near[np.argsort(np.abs(near))[:2]]) / h
assert null.shape[1] == 2
assert np.allclose(np.linalg.eigvalsh(vel), near, atol=1e-5)
assert np.sum(np.abs(solve_modes(Ed, H0d, H1d)[0] - 1) < 1e-6) == 2

# Flat band at zero energy: the determinant vanishes even off the unit circle
flat = lead_matrix(0.6 + 0.5j, 0.0, np.zeros((2, 2)), -np.ones((2, 2)))
assert abs(np.linalg.det(flat)) < 1e-12 and np.linalg.norm(flat) > 0.1

# Worked example: biased two-leg ladder with a hopping phase
t, w, D, alpha, E = 1.0, 0.5, 0.3, np.pi / 6, -1.5
H0 = np.array([[D, w], [w, -D]], dtype=complex)
H1 = np.diag([-t * np.exp(1j * alpha), -t * np.exp(-1j * alpha)])
lam, phi = solve_modes(E, H0, H1)
slope = slope_formula(lam, phi, H1)
prop = on_circle(lam)
left = np.where(prop, slope < 0, np.abs(lam) > 1)
order = np.lexsort((~prop, left))
lam, phi, slope, prop, left = lam[order], phi[:, order], slope[order], prop[order], left[order]

c = 2 * t * (E * np.cos(alpha) + 1j * D * np.sin(alpha))
d = 2 * t**2 * np.cos(2 * alpha) + E**2 - D**2 - w**2
roots = np.roots([t**2, c, d, np.conj(c), t**2])
assert max(np.min(np.abs(roots - z)) for z in lam) < 1e-9
assert max(np.min(np.abs(lam - z)) for z in roots) < 1e-9
star_error = pairing_error(lam, lam)[0]
plain_error = np.abs(lam[:, None] * lam[None, :] - 1).min(axis=1).max()
assert star_error < 1e-9 and plain_error > 1e-2

# Velocity against finite differences of the band that passes through E
for z, s in zip(lam[prop], slope[prop]):
    th, h = np.angle(z), 1e-5
    j = np.argmin(np.abs(bands(th, H0, H1)[0] - E))
    numeric = (bands(th + h, H0, H1)[0, j] - bands(th - h, H0, H1)[0, j]) / (2 * h)
    assert abs(numeric - s) < 1e-7

# A small imaginary energy moves propagating roots off the circle
eta = 1e-5
shifted = solve_modes(E + 1j * eta, H0, H1)[0]
for z, s in zip(lam[prop], slope[prop]):
    moved = shifted[np.argmin(np.abs(shifted - z))]
    assert abs((abs(moved) - 1) / (-eta / s) - 1) < 1e-3


# Current through successive links, states built by recursion from two cells
def recursion(z, f, cells=6):
    psi = [f, z * f]
    for _ in range(cells - 2):
        psi.append(np.linalg.solve(H1, (E * np.eye(2) - H0) @ psi[-1]
                                   - H1.conj().T @ psi[-2]))
    return np.array(psi)


def link_form(psi, chi):
    return np.array([-1j * (psi[n + 1].conj() @ H1.conj().T @ chi[n]
                            - psi[n].conj() @ H1 @ chi[n + 1])
                     for n in range(len(psi) - 1)])


states = [recursion(z, f) for z, f in zip(lam, phi.T)]
J = np.zeros((4, 4), dtype=complex)
for i in range(4):
    for j in range(4):
        values = link_form(states[i], states[j])
        assert np.ptp(values.real) < 1e-8 and np.ptp(values.imag) < 1e-8
        J[i, j] = values[0]
        if abs(lam[i].conj() * lam[j] - 1) > 1e-6:
            assert abs(J[i, j]) < 1e-9
        else:
            assert abs(J[i, j]) > 1e-3
assert np.allclose(np.diag(J)[prop], slope[prop], atol=1e-9)

# Band edges, with merging roots at the bottom of the lower band
grid = np.linspace(-np.pi, np.pi, 2001)


def edge(band, sign):
    start = grid[np.argmin(sign * bands(grid, H0, H1)[:, band])]
    res = minimize_scalar(lambda x: sign * bands(x, H0, H1)[0, band],
                          bounds=(start - 0.01, start + 0.01), method='bounded',
                          options={'xatol': 1e-10})
    return sign * res.fun, res.x


edges = [edge(0, 1), edge(0, -1), edge(1, 1), edge(1, -1)]
edge_roots, edge_phi = solve_modes(edges[0][0], H0, H1)
close = np.abs(edge_roots - np.exp(1j * edges[0][1])) < 1e-5
assert close.sum() == 2
assert np.max(np.abs(slope_formula(edge_roots, edge_phi, H1)[close])) < 1e-4

print(f"hopping t = {t:.2f} eV, rung w = {w:.2f} eV, bias D = {D:.2f} eV")
print(f"hopping phase alpha = {alpha:.6f} rad; energy E = {E:.2f} eV")
print(f"quartic coefficient c = {c.real:.6f} {c.imag:+.6f}i eV^2")
print(f"quartic coefficient d = {d:.6f} eV^2")
for name, (value, th) in zip(("lower band bottom", "lower band top",
                              "upper band bottom", "upper band top"), edges):
    print(f"{name}: {value:.6f} eV at ka = {th:.4f} rad")
print("modes at E (hbar v/a in eV, decay length in cells):")
for m in range(4):
    kind = ("left" if left[m] else "right") + ("-propagating" if prop[m] else "-evanescent")
    tail = (f"hbar v/a = {slope[m]:.6f} eV" if prop[m]
            else f"decay length = {1 / abs(np.log(abs(lam[m]))):.6f} cells")
    print(f"{m + 1} {kind}: lambda = {lam[m].real:.6f} {lam[m].imag:+.6f}i")
    print(f"   |lambda| = {abs(lam[m]):.6f}, phase = {np.angle(lam[m]):.6f} rad, {tail}")
print(f"worst mismatch, partner 1/conj(lambda): {star_error:.1e}")
print(f"worst mismatch, partner 1/lambda: {plain_error:.4f}")
evan = np.where(~prop)[0]
print(f"largest single-evanescent hbar*current: {np.max(np.abs(np.diag(J)[evan])):.1e} eV")
print(f"|cross current form| of evanescent pair: {abs(J[evan[0], evan[1]]):.6f} eV")
eta = 0.01
shifted = solve_modes(E + 1j * eta, H0, H1)[0]
print(f"imaginary energy eta = {eta:.2f} eV; roots inside: {np.sum(np.abs(shifted) < 1)}")
for m in np.where(prop)[0]:
    moved = shifted[np.argmin(np.abs(shifted - lam[m]))]
    print(f"mode {m + 1}: |lambda| = {abs(moved):.6f}, first order {1 - eta / slope[m]:.6f}")
print("counts: right prop, right evan, left prop, left evan")
for energy in (-3.0, E, 0.0):
    z, f = solve_modes(energy, H0, H1)
    counts = count_modes(z, slope_formula(z, f, H1))
    assert counts[0] + counts[1] == 2 and counts[2] + counts[3] == 2
    assert (counts[0], counts[2]) == band_crossings(energy, H0, H1)
    print(f"E = {energy:.2f} eV: {counts[0]}, {counts[1]}, {counts[2]}, {counts[3]}")
print(f"random complex leads tested: {random_cases}, N = 2 to 5")
print(f"rank-one coupling, N = 3: {n_zero} roots at zero, {n_inf} at infinity")
print(f"same lead at complex energy: {n_inside_singular} roots inside the circle")
print("success")
```

Output:

```
hopping t = 1.00 eV, rung w = 0.50 eV, bias D = 0.30 eV
hopping phase alpha = 0.523599 rad; energy E = -1.50 eV
quartic coefficient c = -2.598076 +0.300000i eV^2
quartic coefficient d = 2.910000 eV^2
lower band bottom: -2.448562 eV at ka = 0.4445 rad
lower band top: 1.190524 eV at ka = -2.9840 rad
upper band bottom: -1.190524 eV at ka = -0.1575 rad
upper band top: 2.448562 eV at ka = 2.6971 rad
modes at E (hbar v/a in eV, decay length in cells):
1 right-propagating: lambda = 0.062938 +0.998017i
   |lambda| = 1.000000, phase = 1.507817 rad, hbar v/a = 1.669886 eV
2 right-evanescent: lambda = 0.661100 -0.119989i
   |lambda| = 0.671901, phase = -0.179544 rad, decay length = 2.514806 cells
3 left-propagating: lambda = 0.409647 -0.912244i
   |lambda| = 1.000000, phase = -1.148729 rad, hbar v/a = -1.262768 eV
4 left-evanescent: lambda = 1.464391 -0.265785i
   |lambda| = 1.488316, phase = -0.179544 rad, decay length = 2.514806 cells
worst mismatch, partner 1/conj(lambda): 1.3e-15
worst mismatch, partner 1/lambda: 0.3572
largest single-evanescent hbar*current: 1.0e-15 eV
|cross current form| of evanescent pair: 1.215694 eV
imaginary energy eta = 0.01 eV; roots inside: 2
mode 1: |lambda| = 0.994030, first order 0.994012
mode 3: |lambda| = 1.007950, first order 1.007919
counts: right prop, right evan, left prop, left evan
E = -3.00 eV: 0, 2, 0, 2
E = -1.50 eV: 1, 1, 1, 1
E = 0.00 eV: 2, 0, 2, 0
random complex leads tested: 12, N = 2 to 5
rank-one coupling, N = 3: 2 roots at zero, 2 at infinity
same lead at complex energy: 3 roots inside the circle
success
```
